# The central equation: one Hermitian block for each k: a program that tests the result

```python
"""
Result under test: for an electron in a real lattice-periodic potential V, the
Hamiltonian in plane waves is block diagonal, one Hermitian block for each k:
    H[G,G'](k) = hbar^2 |k+G|^2 / (2m) * delta(G,G') + V_(G-G'),
    V_G = cell average of V(r) exp(-i G.r).
Model: V(x) = 2A cos(g x) + 2B sin(2 g x), g = 2 pi / a, on a ring of N cells.
Symbols: a lattice constant, k crystal wave number, G = n g, E energy.
Units: eV and nm (the two-dimensional test is dimensionless).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
a, A, B, N = 0.5, 1.0, 0.5, 6
g = 2 * np.pi / a


def potential(x):
    return 2 * A * np.cos(g * x) + 2 * B * np.sin(2 * g * x)


def fourier(n, func=potential, points=64):
    x = np.arange(points) * a / points
    return np.mean(func(x) * np.exp(-1j * n * g * x))


def block(k, nmax, func=potential):
    n = np.arange(-nmax, nmax + 1)
    coef = {d: fourier(d, func) for d in range(-2 * nmax, 2 * nmax + 1)}
    h = np.array([[coef[i - j] for j in n] for i in n])
    return h + np.diag(KIN * (k + n * g)**2)


print(f"hbar^2/2m = {KIN:.7f} eV nm^2")
print(f"a = {a} nm, A = {A} eV, B = {B} eV, cells N = {N}")
print(f"g = {g:.5f} 1/nm, hbar^2 g^2/2m = {KIN * g**2:.5f} eV")

# --- Fourier coefficients by quadrature against the analytic ones
for n, expected in ((0, 0), (1, A), (-1, A), (2, -1j * B), (-2, 1j * B), (3, 0)):
    assert abs(fourier(n) - expected) < 1e-12
for n in (1, 2, -2):
    v = fourier(n)
    print(f"V_G for G = {n:+d} g: {v.real + 0.0:.3f} {v.imag + 0.0:+.3f} i eV")

# --- Selection rule on an oblique 2D lattice of Gaussians, 3 x 2 cells
a1, a2, sigma = np.array([1.0, 0.0]), np.array([0.3, 0.8]), 0.15
area = a1[0] * a2[1] - a1[1] * a2[0]
recip = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
sites = [(1.0, np.array([0.1, 0.2])), (-0.6, np.array([0.5, 0.35]))]
f1, f2 = np.meshgrid(np.arange(72) / 24, np.arange(48) / 24, indexing="ij")
pos = f1[..., None] * a1 + f2[..., None] * a2
v2d = np.zeros(f1.shape)
for i in range(-3, 7):
    for j in range(-3, 6):
        for strength, tau in sites:
            d2 = np.sum((pos - i * a1 - j * a2 - tau)**2, axis=-1)
            v2d += strength * np.exp(-d2 / (2 * sigma**2))
forbidden, error, allowed = [], [], []
for p1 in range(-6, 7):
    for p2 in range(-4, 5):
        dq = p1 / 3 * recip[0] + p2 / 2 * recip[1]
        element = np.mean(v2d * np.exp(-1j * (pos @ dq)))
        if p1 % 3 == 0 and p2 % 2 == 0:
            form = sum(s * np.exp(-1j * (dq @ t)) for s, t in sites)
            form *= 2 * np.pi * sigma**2 / area * np.exp(-dq @ dq * sigma**2 / 2)
            error.append(abs(element - form))
            allowed.append(abs(element))
        else:
            forbidden.append(abs(element))
assert max(forbidden) < 1e-12 and max(error) < 1e-12 and max(allowed) > 0.01
print(f"2D lattice: {len(allowed)} differences q-q' equal to a G, {len(forbidden)} not")
print(f"2D lattice: largest |element| if q-q' is a G: {max(allowed):.4f} (dimensionless)")
print(f"2D lattice: largest |element| otherwise: {max(forbidden):.1e} (dimensionless)")

# --- Coupling pattern among 18 plane waves of the six-cell ring
per_cell = 40
points = N * per_cell
x = np.arange(points) * a / per_cell
js = np.arange(-8, 10)
waves = np.exp(1j * np.outer(x, js) * g / N)
vmat = waves.conj().T @ (potential(x)[:, None] * waves) / points
same_k = (js[:, None] - js[None, :]) % N == 0
coupled = abs(vmat) > 1e-10
assert not np.any(coupled & ~same_k) and np.any(coupled & same_k)
print(f"Ring: {len(js)} plane waves, {vmat.size} matrix elements of V")
print(f"Ring: elements inside the {N} blocks: {same_k.sum()}, nonzero: {coupled.sum()}")
print(f"Ring: nonzero elements outside the blocks: {(coupled & ~same_k).sum()}")

# --- Hermiticity follows from real V and fails for complex V
k1 = g / N
h3 = block(k1, 1)
defect_real = abs(h3 - h3.conj().T).max()
h_complex = block(k1, 1, lambda y: (1 + 0.2j) * potential(y))
defect_complex = abs(h_complex - h_complex.conj().T).max()
assert defect_real < 1e-12 and defect_complex > 0.1
print(f"k = g/6 = {k1:.5f} 1/nm; 3x3 block (eV), G = -g, 0, +g:")
for row in h3:
    print("  " + "  ".join(f"{z.real + 1e-13:8.5f}{z.imag + 1e-13:+.3f}i" for z in row))
print(f"max |H - H^dagger|, real V: {defect_real:.1e} eV")
print(f"max |H - H^dagger|, V times (1+0.2i): {defect_complex:.3f} eV")

# --- Truncation: lowest level at k = g/6 falls towards its limit
lowest = []
for nmax in (0, 1, 2, 3, 8):
    lowest.append(np.linalg.eigvalsh(block(k1, nmax))[0])
    print(f"lowest E at k = g/6, {2 * nmax + 1:2d} plane waves: {lowest[-1]:.6f} eV")
assert all(new <= old + 1e-11 for old, new in zip(lowest, lowest[1:]))
assert abs(lowest[-1] - np.linalg.eigvalsh(block(k1, 10))[0]) < 1e-9

# --- Whole ring by eighth-order finite differences against the blocks
stencil = {0: -205 / 144, 1: 8 / 5, 2: -1 / 5, 3: 8 / 315, 4: -1 / 560}
eye = np.eye(points)
lap = sum(c * (np.roll(eye, s, 0) + np.roll(eye, -s, 0)) for s, c in stencil.items())
kinetic = -KIN * lap * (per_cell / a)**2
ring_e, ring_v = np.linalg.eigh(kinetic + np.diag(potential(x)))
levels = {m: np.linalg.eigvalsh(block(m * g / N, 8)) for m in range(-2, 4)}
union = np.sort(np.concatenate(list(levels.values())))
difference = abs(union[:18] - ring_e[:18]).max()
assert difference < 1e-6
for m, e in levels.items():
    print(f"k = {m:+d} g/6: E = {e[0]:.5f}, {e[1]:.5f}, {e[2]:.5f} eV")
print(f"18 lowest levels, blocks against whole ring: max diff {difference:.1e} eV")
assert np.allclose(levels[1][:3], levels[-1][:3], atol=1e-9)
shifted = np.linalg.eigvalsh(block(k1 + g, 8))
assert np.allclose(shifted[:3], levels[1][:3], atol=1e-8)
print(f"lowest E at k = g/6 + g: {shifted[0]:.5f} eV")

# --- Plane-wave weights: ring states of the pair k = +-g/6 against the block
amplitudes = np.fft.fft(ring_v, axis=0) / np.sqrt(points)
pair = np.sum(abs(amplitudes[:, 1:3])**2, axis=1)
vector = np.linalg.eigh(block(k1, 8))[1][:, 0]
for n in range(-8, 9):
    assert abs(pair[(1 + N * n) % points] - abs(vector[n + 8])**2) < 1e-6
for n in (-2, -1, 0, 1, 2):
    print(f"weight of k{n:+d}g in lowest state, k = g/6: {abs(vector[n + 8])**2:.6f}")
index = np.arange(points)
outside_pair = pair[(index % N != 1) & (index % N != N - 1)].sum()
assert outside_pair < 1e-12

# --- One altered cell destroys the separation into blocks
outside = np.sum(abs(amplitudes[index % N != 0, 0])**2)
altered = potential(x) + 0.5 * (index < per_cell)
bad = np.linalg.eigh(kinetic + np.diag(altered))[1][:, 0]
outside_bad = np.sum(abs(np.fft.fft(bad)[index % N != 0])**2) / points
assert outside < 1e-12 and outside_bad > 0.01
print(f"ring ground state, weight outside k = 0 family: {outside:.1e}")
print(f"same with one cell raised by 0.5 eV: {outside_bad:.4f}")

# --- Bloch phase: carry psi and psi' across one cell by the Schroedinger equation
n = np.arange(-8, 9)
worst = 0.0
for k in (k1, 0.7 / a):
    energies, vectors = np.linalg.eigh(block(k, 8))
    for band in range(3):
        c, energy = vectors[:, band], energies[band]
        start = np.array([c.sum(), np.sum(1j * (k + n * g) * c)], dtype=complex)

        def slope(y, s, energy=energy):
            return [s[1], (potential(y) - energy) / KIN * s[0]]

        end = solve_ivp(slope, (0, a), start, method="DOP853",
                        rtol=1e-11, atol=1e-12).y[:, -1]
        mismatch = abs(end - np.exp(1j * k * a) * start) * np.array([1, a])
        worst = max(worst, mismatch.max())
assert worst < 1e-6
print(f"Bloch phase after one cell, largest mismatch: {worst:.1e} (dimensionless)")

# --- Zone-boundary gap: two waves alone against the large block
edge = np.array([[KIN * (g / 2)**2, fourier(1)],
                 [fourier(-1), KIN * (g / 2)**2]])
two_wave = np.diff(np.linalg.eigvalsh(edge))[0]
full_gap = levels[3][1] - levels[3][0]
assert abs(two_wave - 2 * abs(fourier(1))) < 1e-12
assert abs(full_gap / two_wave - 1) < 0.05
print(f"gap at k = g/2: two waves {two_wave:.5f} eV, 17 waves {full_gap:.5f} eV")
print(f"gap at k = g/2, 17 waves: {full_gap * const.e * 1e19:.5f} x 1e-19 J")

print("OK")
```

It prints:

```
hbar^2/2m = 0.0380998 eV nm^2
a = 0.5 nm, A = 1.0 eV, B = 0.5 eV, cells N = 6
g = 12.56637 1/nm, hbar^2 g^2/2m = 6.01648 eV
V_G for G = +1 g: 1.000 -0.000 i eV
V_G for G = +2 g: -0.000 -0.500 i eV
V_G for G = -2 g: -0.000 +0.500 i eV
2D lattice: 25 differences q-q' equal to a G, 92 not
2D lattice: largest |element| if q-q' is a G: 0.1516 (dimensionless)
2D lattice: largest |element| otherwise: 8.2e-17 (dimensionless)
Ring: 18 plane waves, 324 matrix elements of V
Ring: elements inside the 6 blocks: 54, nonzero: 36
Ring: nonzero elements outside the blocks: 0
k = g/6 = 2.09440 1/nm; 3x3 block (eV), G = -g, 0, +g:
   4.17811+0.000i   1.00000+0.000i   0.00000+0.500i
   1.00000+0.000i   0.16712+0.000i   1.00000+0.000i
   0.00000-0.500i   1.00000+0.000i   8.18910+0.000i
max |H - H^dagger|, real V: 0.0e+00 eV
max |H - H^dagger|, V times (1+0.2i): 0.400 eV
lowest E at k = g/6,  1 plane waves: 0.167125 eV
lowest E at k = g/6,  3 plane waves: -0.183958 eV
lowest E at k = g/6,  5 plane waves: -0.207839 eV
lowest E at k = g/6,  7 plane waves: -0.208322 eV
lowest E at k = g/6, 17 plane waves: -0.208325 eV
k = -2 g/6: E = 0.13838, 2.97381, 10.77495 eV
k = -1 g/6: E = -0.20833, 4.27955, 8.31884 eV
k = +0 g/6: E = -0.34067, 5.61315, 6.61834 eV
k = +1 g/6: E = -0.20833, 4.27955, 8.31884 eV
k = +2 g/6: E = 0.13838, 2.97381, 10.77495 eV
k = +3 g/6: E = 0.39809, 2.38984, 13.51223 eV
18 lowest levels, blocks against whole ring: max diff 6.4e-08 eV
lowest E at k = g/6 + g: -0.20833 eV
weight of k-2g in lowest state, k = g/6: 0.000732
weight of k-1g in lowest state, k = g/6: 0.050954
weight of k+0g in lowest state, k = g/6: 0.934099
weight of k+1g in lowest state, k = g/6: 0.013879
weight of k+2g in lowest state, k = g/6: 0.000326
ring ground state, weight outside k = 0 family: 9.3e-25
same with one cell raised by 0.5 eV: 0.1275
Bloch phase after one cell, largest mismatch: 3.7e-09 (dimensionless)
gap at k = g/2: two waves 2.00000 eV, 17 waves 1.99175 eV
gap at k = g/2, 17 waves: 3.19114 x 1e-19 J
OK
```
